# Spin-wave neutron intensities from classical spin dynamics

## The physical question

A neutron scattered by a cold antiferromagnet loses energy by creating a magnon, but almost never gains energy, because there are almost no magnons to absorb. A classical simulation of the same magnet gives a spectrum that is even in energy and whose intensity vanishes in proportion to temperature. Its mode energies can nevertheless agree with spin-wave theory. We need an integrator that respects the geometry of spin motion, a sampler for thermal initial states, and the factor that turns the classical spectrum into the quantum one, with the conditions under which it holds.

Take an even ring of $N$ spins of length $S$, with site spacing one:

$$H=J\sum_j\left(S^x_jS^x_{j+1}+S^y_jS^y_{j+1}+\Delta S^z_jS^z_{j+1}\right),\qquad J>0,\ \Delta>1 .$$

We treat a single Néel domain, $S^z_j\approx\eta_jS$ with $\eta_j=(-1)^j$. In formulas $\hbar=k_B=1$ and $\beta=1/T$. The scattering vector $\mathbf Q$ lies along the chain and along $z$. Magnetic scattering sees the spin components perpendicular to $\mathbf Q$, so the measured function is $S_\perp=S^{xx}+S^{yy}$; form factor and cross-section prefactor are omitted. With $A_q=N^{-1/2}\sum_je^{-iqj}S^\alpha_j$,

$$S^{\alpha\alpha}(q,\omega)=\frac1{2\pi}\int dt\,e^{i\omega t}\langle A_q(t)A_q^\dagger(0)\rangle ,$$

and positive $\omega$ is energy lost by the neutron. The classical function has the same form, with an average over initial states.

## A symplectic integrator

The azimuth $\phi$ and $S^z$ of a classical spin are canonical variables, $\{\phi,S^z\}=1$. With $r^2=S^2-(S^z)^2$, $S^x=r\cos\phi$ and $S^y=r\sin\phi$,

$$\{S^x,S^y\}=-r\frac{dr}{dS^z}(\sin^2\phi+\cos^2\phi)=S^z .$$

Writing $\mathbf g_j=\partial H/\partial\mathbf S_j$, we get $\dot S^x=\{S^x,H\}=g^yS^z-g^zS^y$, and cyclically

$$\dot{\mathbf S}_j=\mathbf g_j\times\mathbf S_j .$$

This is the undamped Landau–Lifshitz equation.

Split $H=H_x+H_y+H_z$ by spin component. Under $H_\alpha$ alone, $\mathbf g_j$ points along $\alpha$, so every $S^\alpha_j$ is constant. The exact flow for time $\tau$ is then a rotation of each spin about $\alpha$ by the fixed angle

$$\theta_j=\tau J_\alpha(S^\alpha_{j-1}+S^\alpha_{j+1}),\qquad J_x=J_y=J,\quad J_z=J\Delta .$$

Each factor is a Hamiltonian flow, hence symplectic, and so is the product

$$\Phi_\tau=X_{\tau/2}Y_{\tau/2}Z_\tau Y_{\tau/2}X_{\tau/2}.$$

It preserves spin lengths. Because it is palindromic, $\Phi_{-\tau}=\Phi_\tau^{-1}$, so even powers of $\tau$ are absent from its generator and the accumulated error starts at $\tau^2$.

An alternative rotates one sublattice about its local fields while the other is frozen. This conserves length and energy, but the substep is not Hamiltonian. If a function $K$ generated it, the frozen spins would require $K$ to be independent of their coordinates. The moving spins would then not feel the frozen ones, which they do. In a finite-difference test of the canonical Jacobian on four spins, with the $J$, $\Delta$ and $S$ of the example below and a step of $0.1\,\hbar/\text{meV}$, one step of this method violated the symplectic condition by $1.7\times10^{-3}$, against $1.8\times10^{-11}$ for $\Phi_\tau$. Energy conservation therefore does not establish symplecticity.

## Thermal sampling

Since $H$ is linear in each spin, the conditional distribution of $\mathbf S_j$ with its neighbours fixed is proportional to $e^{-\beta\mathbf g_j\cdot\mathbf S_j}$, with uniform measure on the sphere. Let $c$ be the cosine of the angle to $-\mathbf g_j$ and $\kappa=\beta S|\mathbf g_j|$. The density of $c$ is proportional to $e^{\kappa c}$ on $[-1,1]$. Equating its cumulative distribution to a uniform random number $u$,

$$u=\frac{e^{\kappa c}-e^{-\kappa}}{e^\kappa-e^{-\kappa}}
\quad\Longrightarrow\quad
c=1+\frac1\kappa\ln\left[u+(1-u)e^{-2\kappa}\right].$$

The angle around $-\mathbf g_j$ is uniform. Spins on one sublattice do not interact with each other, so they can be drawn together; alternating the sublattices leaves the canonical distribution invariant. Starting from Néel order selects one domain.

## The harmonic spectrum

For small transverse components, $S^z_j\approx\eta_j[S-((S^x_j)^2+(S^y_j)^2)/2S]$. On a bond $\eta_j\eta_{j+1}=-1$, so

$$S^z_jS^z_{j+1}\approx-S^2+\tfrac12\sum_{\alpha=x,y}\left[(S^\alpha_j)^2+(S^\alpha_{j+1})^2\right].$$

Each site belongs to two bonds. After a Fourier transform the energy above the Néel state is

$$E_2=J\sum_q(\Delta+\cos q)\left(|S^x_q|^2+|S^y_q|^2\right).$$

For a real mode, equipartition assigns $T/2$ to $J(\Delta+\cos q)(S_q^\alpha)^2$. For complex modes, $q$ and $-q$ together contain two real quadratic terms, with the same result per wavevector: $\langle|S^\alpha_q|^2\rangle=T/[2J(\Delta+\cos q)]$. Hence the total classical intensity is

$$I_{\rm cl}(q)=\frac{T}{J(\Delta+\cos q)} .\tag{1}$$

To find the frequencies, set $S^x_j=\sqrt S\,x_j$ and $S^y_j=\eta_j\sqrt S\,p_j$. Then $\{x_j,p_j\}=\eta_jS^z_j/S\approx1$. The factor $\eta_j$ reverses the sign of the $y$ exchange, giving

$$H_2=\tfrac12\sum_q\left[(a+b_q)|x_q|^2+(a-b_q)|p_q|^2\right],$$

with $a=2JS\Delta$ and $b_q=2JS\cos q$. The equations $\dot x_q=(a-b_q)p_q$ and $\dot p_q=-(a+b_q)x_q$ give

$$\omega_q=\sqrt{a^2-b_q^2}=2JS\sqrt{\Delta^2-\cos^2q}.\tag{2}$$

The $y$ component at $q$ is $p_{q+\pi}$. Since $b_{q+\pi}=-b_q$, it has the same stiffness and frequency as $x_q$. The classical weight is shared equally between $\omega_q$ and $-\omega_q$.

Equation (2) is the magnon energy of linear spin-wave theory, and the classical length must be $S$ to reproduce it at finite $S$. With length $\sqrt{S(S+1)}$ all energies would be multiplied by $\sqrt{(S+1)/S}$; in the example below this would move the gap from 3.75 to 4.44 meV.

## The classical-to-quantum factor

Define the quantum response spectrum

$$\chi''(\omega)=\tfrac12\int dt\,e^{i\omega t}\langle[A(t),A^\dagger(0)]\rangle .$$

In energy eigenstates, the first term of the commutator contributes $\pi S_{\rm qu}(\omega)$: a transition from $i$ to $f$ has weight $p_i$ and $\omega=E_f-E_i$. The second term has the same matrix element but weight $p_f=p_ie^{-\beta\omega}$. Thus

$$\chi''=\pi(1-e^{-\beta\omega})S_{\rm qu}.\tag{3}$$

Classically, the commutator becomes $i\{A(t),A^*(0)\}$. With $\rho\propto e^{-\beta H}$, integration by parts over phase space gives

$$\int\rho\{A,B\}=-\int B\{A,\rho\}=\beta\int\rho B\{A,H\}=\beta\langle B\dot A\rangle .$$

With $B=A^*(0)$ this is $\beta\,dC/dt$, where $C(t)=\langle A(t)A^*(0)\rangle$. The Fourier transform of $dC/dt$ is $-i\omega\,2\pi S_{\rm cl}$, so

$$\chi''_{\rm cl}=\frac i2\,\beta(-i\omega)\,2\pi S_{\rm cl}=\pi\beta\omega S_{\rm cl}.\tag{4}$$

For quadratic $H_2$, the classical and quantum equations of motion are the same linear equations. If $A$ is linear in $x$ and $p$, then $[A(t),A^\dagger(0)]$ is a number equal to $i$ times the Poisson bracket. It is independent of the state, so $\chi''=\chi''_{\rm cl}$. Dividing (3) by (4) yields

$$S_{\rm qu}(q,\omega)=F(\beta\omega)S_{\rm cl}(q,\omega),\qquad F(x)=\frac{x}{1-e^{-x}} .\tag{5}$$

Since $F(-x)=e^{-x}F(x)$, an even classical spectrum acquires detailed balance. For $|x|\ll1$, $F\approx1+x/2$ and the classical result returns. For $x\gg1$, $F(x)\approx x$ while $F(-x)\approx xe^{-x}$: energy gain disappears.

At low temperature, the intensity is half of (1) multiplied by $\beta\omega_q$:

$$I_{\rm qu}(q)=\frac{\omega_q}{2J(\Delta+\cos q)}
=S\sqrt{\frac{\Delta-\cos q}{\Delta+\cos q}} .\tag{6}$$

The temperature has cancelled. The oscillator ground state gives the same answer: $\langle|x_q|^2\rangle=\frac12\sqrt{(a-b_q)/(a+b_q)}$, multiplied by $S$ and by two components, is (6). A real-space matrix calculation of the zero-point covariance also agrees.

The simulation temperature $T_c$ need not be the laboratory temperature $T$. In the harmonic regime $S_{\rm cl}$ is proportional to temperature, so a cold run can be used through

$$S_{\rm qu}(q,\omega;T)=\frac{\omega/T_c}{1-e^{-\omega/T}}\,S_{\rm cl}(q,\omega;T_c).\tag{7}$$

## From trajectories to intensities

1. Draw independent initial states and integrate each with $\Phi_\tau$.
2. Record $S^x_q(t_n)$ and $S^y_q(t_n)$ at $n_t$ equally spaced times, with spacing below $\pi/\omega_{\max}$ to avoid aliasing.
3. Multiply by a Hann window $w_n$ scaled so that the mean of $w_n^2$ is one. The weight in energy bin $\omega_k$ is
$$P_k=\frac1{n_t^2}\sum_{\alpha=x,y}\left|\sum_nw_nS^\alpha_q(t_n)e^{i\omega_kt_n}\right|^2 .$$
By Parseval's identity, $\sum_kP_k$ is the window-weighted time average of the equal-time intensity.
4. Average over $\pm q$ and over copies, then form $\sum_kF(\beta\omega_k)P_k$.

The window broadens a line. For $\beta\omega\gg1$ the factor is linear on the energy-loss side, so symmetric broadening leaves the integrated intensity unchanged.

## Time-step error

In the harmonic regime the factors of $\Phi_\tau$ act on $(x_q,p_q)$ as follows: $X_\tau$ changes $p$ by $-b\tau x$, $Y_\tau$ changes $x$ by $-b\tau p$, and $Z_\tau$ rotates the pair by $a\tau$. Put $\alpha=a\tau$ and $B=b_q\tau$. By cyclic invariance of the trace the two $X$ half steps combine. Multiplying the matrices gives

$$Y_{\tau/2}Z_\tau Y_{\tau/2}=\begin{pmatrix}m&n\\-\sin\alpha&m\end{pmatrix},$$

where $m=\cos\alpha+\frac B2\sin\alpha$ and $n=\sin\alpha-B\cos\alpha-\frac{B^2}4\sin\alpha$. The phase advance $\Omega$ per step satisfies $\cos\Omega=\frac12(2m-Bn)$, or

$$\cos\Omega=\left(1+\tfrac12B^2\right)\cos\alpha+\tfrac18B^3\sin\alpha .$$

Expand both sides to fourth order and write $\Omega^2=\alpha^2-B^2+\delta$. The second-order terms cancel, leaving

$$-\frac\delta2+\frac{(\alpha^2-B^2)^2}{24}=\frac{\alpha^4}{24}-\frac{\alpha^2B^2}4+\frac{\alpha B^3}8,$$

$$\delta=\frac{B^2(4\alpha^2-3\alpha B+B^2)}{12},\qquad
\frac{\Omega}{\omega_q\tau}-1\approx\frac{\delta}{2(\omega_q\tau)^2}.\tag{8}$$

The $y$ component at $q$ belongs to $q+\pi$, for which $B$ changes sign. The splitting therefore separates the $x$ and $y$ frequencies slightly; their average shift contains $4\alpha^2+B^2$. It vanishes at this order for $q=\pi/2$.

## A cold model ring

Take $N=16$, $S=5/2$, $J=1$ meV and $\Delta=1.25$. The classical temperature is 0.2 K, or 0.01723 meV, with 800 copies. The step is 13.16 fs, equal to $0.02\,\hbar/\text{meV}$, the recorded duration is 26.3 ps and the energy bin is 0.157 meV.

At $q=\pi$, (2) gives $2(1)(2.5)\sqrt{1.25^2-1}=3.75$ meV, or $1.378\times10^{-4}$ hartree. Equation (1) predicts $0.01723/0.25=0.0689$ per site, as simulated. Half of this, times $F=217.6$, gives

$$\tfrac12(0.0689)(217.6)\approx7.50=2.5\sqrt{2.25/0.25}.$$

Selected results are:

| $q/\pi$ | Energy, theory / run (meV) | Intensity, theory / corrected run |
|---|---:|---:|
| 0 | 3.750 / 3.763 | 0.833 / 0.849 ± 0.023 |
| 0.5 | 6.250 / 6.243 | 2.50 / 2.49 ± 0.06 |
| 1 | 3.750 / 3.763 | 7.50 / 7.53 ± 0.20 |

The run energy is the weighted mean $\sum_k|\omega_k|P_k/\sum_kP_k$, with $P_k$ averaged over copies and $\pm q$; it is therefore not restricted to the energy bins, and it averages over the $x$ and $y$ components. Uncertainties are one standard error. All nine corrected intensities lie within one standard error of theory, and their mean ratio to it is 1.002. They are not independent: in the harmonic regime $q$ and $\pi-q$ probe the same modes and share their statistical error. The difference between the ratios 1.019 at $q=0$ and 1.003 at $q=\pi$ is therefore systematic. It comes from the finite time step, which in the linearized map alone shifts the corrected intensity by about $+1.4\%$ at $q=0$ and $-0.3\%$ at $q=\pi$. The intensity is large at $q=\pi$ because the staggered transverse motion is soft there.

The energy deviations have different signs, and (8) helps to explain them. At the gap, $\alpha=0.125$ and $B=\pm0.1$, giving shifts of 0.26% and 0.81%. Their mean, 0.54%, would put the energy at 3.770 meV. The run lies 0.007 meV lower. At $q=\pi/2$, where (8) gives no shift, it is also 0.007 meV low. Thermal softening is a plausible cause, and the warm run below supports its size.

Halving the time step reduced the energy error by a factor 3.98, as second order requires. The rms error per site was $3.3\times10^{-5}$ meV in both the first and last quarters of the cold run, about 0.2% of $k_BT$, with no visible drift.

## Where the factor can fail

**Finite spin length.** Equation (5) rests on a quadratic Hamiltonian. A full quantum test uses two spins joined by one bond. For $X_-=(S^x_1-S^x_2)/\sqrt2$, the harmonic energy is $\frac12J(\Delta-1)X_-^2$, so the classical variance is $T/[J(\Delta-1)]$; the frequency is $JS\sqrt{\Delta^2-1}$. Choose $T$ equal to this frequency. For $S=200$ it is $150J$, and half the variance is 300. Multiplication by $F(1)=1.582$ and $F(-1)=0.582$ predicts loss and gain weights 474.6 and 174.6. Diagonalization gives 476.8 and 176.6. The larger deviation, relative to the predicted weight, is 1.1%, compared with 5.3% for $S=50$, roughly as expected for a correction of order $1/S$. Since $T\propto S$ here, the thermal anharmonicity $T/JS^2$ is also of order $1/S$, and it accounts for most of the excess in the summed weight: the exact classical variance exceeds the harmonic one by 0.7% for $S=200$ and 3.3% for $S=50$. At a tenth of this temperature the loss weight deviates by only 0.17% and 0.68%. The $S=5/2$ ring tests agreement with linear spin-wave theory; it does not measure the $1/S$ corrections of a real quantum ring. These need not be small: exact diagonalization of rings of four and six $S=5/2$ spins gives gaps of 3.07 and 3.39 meV and intensities at $q=\pi$ of 8.67 and 8.12, values that still depend on size, against 3.75 meV and 7.50.

**A warm classical run.** At 5 K the mean absolute energy at $q=\pi$ falls to 3.588 meV, 4.3% below the linear gap. The quantum occupation of a gap magnon is only $1.7\times10^{-4}$, while classical equipartition gives the same mode a mean action $T/\omega_q=0.115$. The classical run therefore contains far more thermal motion than linear spin-wave theory allows at this temperature. Relative to the step-shifted 3.770 meV, the fall is 0.182 meV. If it is linear in temperature, 0.2 K gives 0.007 meV, the deficit seen in the cold run. The warm corrected intensity, $7.51\pm0.27$, does not reveal the problem: the classical weight at $q=\pi$ rises about 3% above (1) while the energy falls, so the two changes partly cancel, and the remaining shift of about 2% is smaller than the standard error of 3.6%. Agreement of the intensity does not establish the right energy. Equation (7) keeps the classical softening small by using a cold run.

**Two-magnon scattering.** The longitudinal component $S^z$ contains products of two magnon operators. Their commutator is an operator whose average depends on the occupations, so the equality of response functions behind (5) is lost. For a process that destroys magnon $a$ and creates magnon $b$, the quantum weight is $n_a(1+n_b)$, with $n=1/(e^{\beta\omega}-1)$, while the classical weight is $T^2/(\omega_a\omega_b)$. At 5 K, with energies 3.75 and 6.25 meV, their ratio is 0.021. Applying $F$ to the 2.5 meV energy loss would give 5.82, too large by a factor of about 280 in this free-magnon estimate. For creation of the same pair, the process that survives at zero temperature, the quantum weight is $(1+n_a)(1+n_b)$ and the ratio is 126, while $F$ at the 10 meV energy loss gives only 23. The chosen $\mathbf Q$ excludes this longitudinal channel; for other directions it must be separated before (5) is applied.

The numerical output gives the remaining wavevectors and the integrator diagnostics.

## Computed results

```
Model: J = 1.00 meV, D = 1.25, S = 2.5, sites = 16
Cold run: T = 0.2 K, kT = 0.01723 meV, copies = 800
Time step = 13.164 fs
Recorded duration = 26.33 ps
Energy bin = 0.1571 meV
Symplectic defect, component splitting = 1.8e-11 (no unit)
Symplectic defect, sublattice rotation = 1.7e-03 (no unit)
Energy change, sublattice rotation = 2.2e-15 meV
Energy-error ratio on halving the step = 3.983 (no unit)
Rms energy error per site, first quarter = 3.32e-05 meV
Rms energy error per site, last quarter = 3.33e-05 meV
Sampled thermal energy per site = 0.01726 meV
Columns: q/pi; energy spin-wave, simulated (meV);
 intensity per site: classical, corrected, std. error, spin-wave
0.000  3.7500 3.7632  0.00778 0.8494 0.0225 0.8333
0.125  4.2099 4.2181  0.00797 0.9747 0.0161 0.9683
0.250  5.1539 5.1537  0.00892 1.3335 0.0243 1.3167
0.375  5.9499 5.9446  0.01050 1.8116 0.0323 1.8221
0.500  6.2500 6.2430  0.01372 2.4855 0.0614 2.5000
0.625  5.9499 5.9446  0.01971 3.3997 0.0606 3.4301
0.750  5.1539 5.1537  0.03193 4.7744 0.0871 4.7467
0.875  4.2099 4.2181  0.05246 6.4195 0.1061 6.4546
1.000  3.7500 3.7631  0.06893 7.5251 0.1992 7.5000
Mean corrected/spin-wave intensity = 1.0024 (no unit)
Factor F at the gap, cold = 217.58 (no unit)
Spin-wave gap = 3.7500 meV = 1.3781e-04 hartree
Gap if length were sqrt(S(S+1)) = 4.4371 meV
Dimer S = 50, kT = magnon energy, weights (no unit):
  loss: quantum 121.222, factor 118.648
  gain: quantum 45.948, factor 43.648
  largest relative error = 5.27 percent
Dimer S = 200, kT = magnon energy, weights (no unit):
  loss: quantum 476.812, factor 474.593
  gain: quantum 176.591, factor 174.593
  largest relative error = 1.14 percent
Warm run: T = 5.0 K, kT = 0.4309 meV, copies = 300
Warm mean |energy| at q = pi: 3.5881 meV
Warm corrected intensity at q = pi: 7.509 +- 0.273 per site
Quantum gap-magnon occupation, warm = 1.66e-04 (no unit)
Two-magnon energies: destroyed 3.75, created 6.25 meV
Two-magnon true factor, warm = 0.0210 (no unit)
Two-magnon F(energy loss/kT), warm = 5.8198 (no unit)
```
